\section*{Oscillatory torque from the angular dependence of the extremal Fermi-surface area}

\section{Definitions and conventions}

A metal crystal sits in a uniform magnetic field of magnitude $B$. The field turns in the crystal's $xz$ plane, and $\theta$ is its angle from the $z$ axis. Three orthogonal unit vectors are needed:
\begin{equation}
\mathbf n=(\sin\theta,0,\cos\theta),\qquad
\mathbf e_\theta=\frac{d\mathbf n}{d\theta}=(\cos\theta,0,-\sin\theta),\qquad
\hat{\mathbf y},
\end{equation}
with $\mathbf B=B\mathbf n$ and $\mathbf n\times\mathbf e_\theta=\hat{\mathbf y}$. The electron charge is $-e$, and $q=\mathbf k\cdot\mathbf n$ is the wavevector component along the field.

Let $\Omega(B,\theta)$ be the grand potential per volume at fixed temperature and chemical potential $\mu$. The magnetization $\mathbf M$ is defined by $d\Omega=-\mathbf M\cdot d\mathbf B$. Since $d\mathbf B=\mathbf n\,dB+B\,\mathbf e_\theta\,d\theta$,
\begin{equation}
M\equiv\mathbf M\cdot\mathbf n=-\frac{\partial\Omega}{\partial B},\qquad
M_\perp\equiv\mathbf M\cdot\mathbf e_\theta=-\frac1B\frac{\partial\Omega}{\partial\theta}.
\label{eq:M}
\end{equation}
The torque per volume is taken as the generalized force that tends to increase $\theta$:
\begin{equation}
\tau=-\frac{\partial\Omega}{\partial\theta}=M_\perp B .
\label{eq:tau}
\end{equation}
The vector torque on the sample agrees with this. Its $y$ component is $(\mathbf M\times\mathbf B)_y=M_\perp B\,(\mathbf e_\theta\times\mathbf n)_y=-M_\perp B$. Increasing $\theta$ at fixed crystal turns the field about $+\hat{\mathbf y}$; with the field fixed in the laboratory, the crystal must turn about $-\hat{\mathbf y}$ to increase the same angle. Hence the minus sign.

The result to be derived, for one extremal orbit of frequency $F(\theta)$ and for $F\gg B$, is
\begin{equation}
\boxed{\;\tau=-\frac1F\frac{dF}{d\theta}\,M\,B\;}
\label{eq:law}
\end{equation}
where $M$ and $\tau$ now mean the oscillatory parts. The orbits are assumed closed, without tunnelling between orbits, and the field produced by $M$ itself is neglected.

\section{Where the frequency comes from}

In a field, $\hbar\mathbf k=\mathbf p+e\mathbf A$, where $\mathbf A$ is the vector potential. The components $k_u$ along $\mathbf e_\theta$ and $k_v$ along $\hat{\mathbf y}$ no longer commute: $[k_u,k_v]=-ieB/\hbar$. They form a conjugate pair like position and momentum, with $eB/\hbar$ in the place of $\hbar$. The Bohr--Sommerfeld rule then fixes the area enclosed by an orbit in the plane of constant $q$:
\begin{equation}
A(E,q)=\frac{2\pi eB}{\hbar}\,(n+\gamma),\qquad n=0,1,2,\dots
\label{eq:quant}
\end{equation}
Here $\gamma$ is a constant, equal to $1/2$ for a quadratic band. Each level takes up an area $2\pi eB/\hbar$ of the $\mathbf k$ plane. With $1/4\pi^2$ states per unit $\mathbf k$ area and unit real area, it holds $eB/(2\pi\hbar)$ states per unit area and spin.

At zero temperature each occupied state contributes $g=E-\mu$ to $\Omega$. Treat $x=n+\gamma$ as continuous, and let $X(q)=\hbar A(\mu,q)/(2\pi eB)$ be its value at the Fermi energy. The Poisson formula turns the sum over $n$ into
\begin{equation}
\sum_n g(n+\gamma)=\int^{X}\! g\,dx+2\sum_{p=1}^\infty\int^{X}\! g(x)\cos[2\pi p(x-\gamma)]\,dx .
\end{equation}
Integrate the last term by parts twice. The first boundary term at $X$ vanishes because $g(X)=0$. The second contains $g'(X)=dE/dx=\hbar\omega_c$, the level spacing. The lower limit does not move with $B$ and gives no oscillation, so the oscillating part is
\begin{equation}
\sum_{p}\frac{\hbar\omega_c}{2\pi^2p^2}\cos[2\pi p(X(q)-\gamma)] ,
\end{equation}
up to terms in $g''$, which are smaller by a factor of order $B/F$ and vanish for equally spaced levels.

It remains to integrate over $q$. Since $X$ is large, the cosine changes sign rapidly and contributions cancel, except where $X(q)$ is stationary. Near such a point at $q_0$, $X\simeq X_0+\tfrac12X''(q-q_0)^2$, and the Fresnel integral gives
\begin{equation}
\int\cos[2\pi p(X-\gamma)]\,dq\simeq\frac{1}{\sqrt{p|X''|}}\cos\!\left[2\pi p(X_0-\gamma)\pm\frac\pi4\right],
\end{equation}
with the upper sign for a minimum of the area and the lower for a maximum. If $X$ does not depend on $q$, as on a cylinder, all slices add in phase and the $\pi/4$ is absent. In each case
\begin{equation}
\Omega_{\rm osc}=\sum_p C_p(B,\theta)\cos\psi_p,\qquad
\psi_p=\frac{2\pi pF(\theta)}{B}+\phi_p,\qquad
F=\frac{\hbar A_{\rm ext}}{2\pi e},
\label{eq:osc}
\end{equation}
where $A_{\rm ext}$ is the stationary area at the Fermi energy and $\phi_p$ is constant.

Temperature and spin change only the amplitudes $C_p$. A finite temperature averages the result over $\mu$ with a symmetric weight of width about $k_BT$. The phase varies with $\mu$ at the rate $2\pi p/\hbar\omega_c$, so the average weakens the oscillation. It does not shift it as long as this rate is constant over the thermal width. The Zeeman energies $\pm\frac12g\mu_BB$, where $g$ is now the spin $g$ factor, shift the phases of the two spins by opposite amounts. The sum of the two cosines carries the factor
\begin{equation}
S_p=\cos\!\left(\frac{\pi p\,g\mu_BB}{\hbar\omega_c}\right)=\cos\!\left(\frac{\pi p\,g\,m_c}{2m_0}\right),
\label{eq:spin}
\end{equation}
with $\omega_c=eB/m_c$, $\mu_B=e\hbar/2m_0$ and $m_0$ the free-electron mass.

\section{The torque law}

Differentiate (\ref{eq:osc}), using $\partial\psi_p/\partial B=-2\pi pF/B^2$ and $\partial\psi_p/\partial\theta=2\pi pF'/B$ with $F'=dF/d\theta$:
\begin{align}
M&=\sum_p\left[-\frac{2\pi pF}{B^2}\,C_p\sin\psi_p-\frac{\partial C_p}{\partial B}\cos\psi_p\right],\\
\tau&=\sum_p\left[+\frac{2\pi pF'}{B}\,C_p\sin\psi_p-\frac{\partial C_p}{\partial\theta}\cos\psi_p\right].
\end{align}
In each bracket the first term comes from the phase and carries the large number $F/B$. The second comes from the slowly varying amplitude. Keeping the first terms, the ratio for every harmonic is
\begin{equation}
\frac{\tau_p}{M_p}=\frac{2\pi pF'/B}{-2\pi pF/B^2}=-\frac{F'}{F}B .
\end{equation}
The harmonic number has cancelled. The same factor therefore multiplies the whole waveform, and summing over $p$ gives (\ref{eq:law}).

The physical content is simple. In the $(B,\theta)$ plane the phase of $\Omega_{\rm osc}$ is constant along lines of constant $F(\theta)/B$, while the amplitude changes slowly along them. With $B$ and $\theta$ read as polar coordinates of $\mathbf B$, the gradient of $\Omega_{\rm osc}$ is therefore nearly perpendicular to these lines, except close to crests and troughs, and its components along $\mathbf n$ and $\mathbf e_\theta$ are $-M$ and $-M_\perp$. A transverse magnetization $M_\perp=-(F'/F)M$ appears because turning the field moves Landau levels through the Fermi energy just as changing its strength does.

The neglected terms have relative sizes
\begin{equation}
\frac{B}{2\pi pF}\left|\frac{\partial\ln C_p}{\partial\ln B}\right|\quad\text{in }M,\qquad
\frac{B}{2\pi p|F'|}\left|\frac{\partial\ln C_p}{\partial\theta}\right|\quad\text{in }\tau .
\end{equation}
When the logarithmic derivatives are of order one, the first is of order $B/F$ and the second of order $B/|F'|$, which is also $B/F$ when $F'/F$ is of order one. Strong thermal damping makes $\partial\ln C_p/\partial\ln B$ about $2\pi^2pk_BT/\hbar\omega_c$. The first term is then about $\pi k_BTB/(\hbar\omega_cF)$, which for a quadratic band is $\pi k_BT/\mu$: it no longer falls with $B$, but it stays small as long as $k_BT\ll\mu$. The second fails to be small at an angle where $F'=0$ while $\partial C_p/\partial\theta\neq0$, and at an angle where $C_p$ passes through zero, for example where $S_p=0$. For a quadratic band the two spins have equal amplitudes and $S_p$ does not depend on $B$, so $M_p$ vanishes altogether at such a spin zero, while $\tau_p$ keeps the term in $\partial C_p/\partial\theta$. For a non-quadratic band the level spacing differs slightly between the two spins, and $M_pB$ keeps a remainder of relative order $B/F$, the same order as that term. In either case the law fails at a spin zero.

\section{Symmetry directions}

Suppose a symmetry operation of the crystal carries the field direction $\theta_0+\delta$ into $\theta_0-\delta$, or into its opposite. The opposite direction has the same perpendicular planes, and so the same areas. If the operation also maps the orbit in question onto itself, then
\begin{equation}
F(\theta_0+\delta)=F(\theta_0-\delta).
\end{equation}
Differentiating with respect to $\delta$ at $\delta=0$ gives $F'(\theta_0)=-F'(\theta_0)$, hence $F'(\theta_0)=0$. The leading torque vanishes. The amplitude $C_p$ is even about $\theta_0$ for the same reason, so its derivative vanishes as well. This requires $F$ to be finite and smooth at $\theta_0$.

The argument does not need a quadratic band. Take the cubic surface
\begin{equation}
k_x^2+k_y^2+k_z^2+k_x^4+k_y^4+k_z^4=1
\end{equation}
in dimensionless wavevectors. Its central section is stationary because inversion makes $A(q)$ even. Tracing this section numerically and taking a central difference in $\theta$ gives $F'/F=0.146$ per radian at $22.5^\circ$, and zero at $0^\circ$ and $45^\circ$. The last two are the directions about which reflections of the cube reverse $\theta$.

The condition that the orbit maps onto itself matters. Suppose instead that the operation exchanges two pockets, 1 and 2. Then $F_1(\theta_0+\delta)=F_2(\theta_0-\delta)$, which gives
\begin{equation}
F_1=F_2,\qquad F_1'=-F_2'\qquad\text{at }\theta_0 .
\end{equation}
Each pocket has a torque of its own. Their magnetizations are equal by symmetry, so the two torques cancel in the sum. Just off the axis the frequencies differ and the cancellation is lost.

\section{Three surfaces from one calculation}

Consider the surfaces
\begin{equation}
k_x^2+k_y^2+\lambda k_z^2=a^2,\qquad
\lambda=\begin{cases}+a^2/c^2&\text{ellipsoid of revolution},\\ 0&\text{cylinder},\\ -a^2/c^2&\text{hyperboloidal neck}.\end{cases}
\end{equation}
The radius at $k_z=0$ is $a$. For the ellipsoid, $c$ is the half-length along $z$. For the neck, $c$ sets how quickly the surface widens away from its waist.

A point of the plane at distance $q$ from the origin is $\mathbf k=q\mathbf n+u\mathbf e_\theta+v\hat{\mathbf y}$. Write $s=\sin\theta$ and $C=\cos\theta$. Then $k_x=qs+uC$, $k_y=v$, $k_z=qC-us$, and the surface cuts the plane in the curve
\begin{equation}
(C^2+\lambda s^2)u^2+2(1-\lambda)sC\,qu+(s^2+\lambda C^2)q^2+v^2=a^2 .
\end{equation}
Let $D=C^2+\lambda s^2$. Completing the square in $u$ leaves
\begin{equation}
D\left(u+\frac{(1-\lambda)sC}{D}q\right)^2+v^2
=a^2-\frac{q^2}{D}\left[(s^2+\lambda C^2)D-(1-\lambda)^2s^2C^2\right].
\end{equation}
The square bracket expands to
\begin{align}
&s^2C^2+\lambda s^4+\lambda C^4+\lambda^2s^2C^2-s^2C^2+2\lambda s^2C^2-\lambda^2s^2C^2\notag\\
&\qquad=\lambda(s^4+2s^2C^2+C^4)=\lambda(s^2+C^2)^2=\lambda .
\end{align}
For $D>0$ the curve is an ellipse. If $R^2=a^2-\lambda q^2/D$ is the right-hand side, its semi-axes are $R/\sqrt D$ and $R$, and its area is
\begin{equation}
A(q)=\frac{\pi}{\sqrt D}\left(a^2-\frac{\lambda q^2}{D}\right).
\label{eq:area}
\end{equation}
The stationary section is at $q=0$. It is a maximum for the ellipsoid and a minimum for the neck, while on the cylinder the area is the same for every $q$. With $F=\hbar A_{\rm ext}/2\pi e$,
\begin{equation}
F(\theta)=\frac{F_0}{\sqrt{\cos^2\theta+\lambda\sin^2\theta}},\qquad F_0=\frac{\hbar a^2}{2e}.
\label{eq:F}
\end{equation}
For the slope, use $\ln F=\ln F_0-\frac12\ln D$ and $D'=-2sC+2\lambda sC=-2(1-\lambda)sC$:
\begin{equation}
\frac{F'}{F}=-\frac{D'}{2D}=\frac{(1-\lambda)\sin\theta\cos\theta}{\cos^2\theta+\lambda\sin^2\theta}.
\label{eq:slope}
\end{equation}

\textbf{Ellipsoid.} Here $F=F_0/\sqrt{\cos^2\theta+(a^2/c^2)\sin^2\theta}$. The torque vanishes at $0^\circ$ and at $90^\circ$, where $F=F_0c/a$. A sphere has $\lambda=1$ and no torque at any angle. An elongated pocket ($c>a$) has $F'>0$ between the axes, and a flattened one has $F'<0$.

\textbf{Cylinder.} Here $F=F_0/\cos\theta$ and $F'/F=\tan\theta$. The torque vanishes at $0^\circ$. At $90^\circ$ the plane cuts the cylinder in open lines, no closed orbit exists, and the law has nothing to say.

\textbf{Neck.} Here $F=F_0/\sqrt{\cos^2\theta-(a^2/c^2)\sin^2\theta}$. The orbit is closed only while $D>0$, that is for $\tan\theta<c/a$. At this limit both $F$ and $F'/F$ diverge. The measured torque need not grow without bound. By (\ref{eq:area}) with $a^2=2mE/\hbar^2$, where $m$ is the band mass in the $xy$ plane, the cyclotron mass is
\begin{equation}
m_c=\frac{\hbar^2}{2\pi}\frac{\partial A}{\partial E}=\frac{m}{\sqrt D}.
\end{equation}
It diverges too, so the level spacing shrinks and temperature suppresses $M$. On a real Fermi surface the hyperboloid also describes only the region near the waist.

Near $\theta=0$ all three surfaces give $F'/F\simeq(1-\lambda)\theta$. The ratio $|\tau|/|MB|$ grows linearly from the axis, and for a given $a/c$ fastest for the neck. If the cross-section is elliptical, with half-width $b$ along $y$, every section is stretched by $b/a$ in the $y$ direction, which lies in all the planes. Then $F$ is multiplied by $b/a$ at every angle and $F'/F$ is unchanged.

\section{When the law is exact, and the first correction}

For a quadratic band, replace $a^2$ by $2mE/\hbar^2$ in (\ref{eq:area}) and insert it in (\ref{eq:quant}) with $\gamma=\frac12$:
\begin{equation}
E_n(q)=\frac{\hbar^2\lambda q^2}{2mD}+\frac{\hbar eB\sqrt D}{m}\left(n+\tfrac12\right).
\label{eq:levels}
\end{equation}
These levels are exact, because at fixed $q$ the energy is quadratic in a conjugate pair, which makes a harmonic oscillator. Without spin splitting,
\begin{equation}
\Omega=-2k_BT\,\frac{eB}{4\pi^2\hbar}\int dq\sum_n\ln\!\left[1+e^{(\mu-E_n(q))/k_BT}\right].
\end{equation}
For the ellipsoid, substitute $q=\sqrt D\,q'$. The prefactor becomes $B\sqrt D$, and the energies contain $B$ and $\theta$ only through the same product. For a cylinder that repeats along $k_z$ with period $G$, as in a crystal, one period spans the $q$ range $G\cos\theta=G\sqrt D$, with the same outcome. So $\Omega=f(w)$ with $w=B\sqrt D$, and
\begin{equation}
M=-\sqrt D\,f'(w),\qquad \tau=-B\,\frac{d\sqrt D}{d\theta}f'(w),\qquad
\frac{\tau}{MB}=\frac{d\ln\sqrt D}{d\theta}=-\frac{F'}{F}.
\end{equation}
In this model the law holds at any $B/F$.

Spin splitting breaks the scaling. For an isotropic $g$ factor, assumed here, the Zeeman energy does not depend on $\theta$. With $\sigma=gm/4m_0$, the factor (\ref{eq:spin}) for $p=1$ is $S=\cos(2\pi\sigma/\sqrt D)$, and the first harmonic is $\Omega_1=f_1(w)S(\theta)$. Its derivatives give
\begin{equation}
\frac{\tau}{MB}=-\frac{F'}{F}+\frac{f_1}{w f_1'}\,\frac{S'}{S},\qquad
\frac{S'}{S}=-\frac{F'}{F}\,\frac{2\pi\sigma}{\sqrt D}\tan\frac{2\pi\sigma}{\sqrt D}.
\end{equation}
The phase of $f_1$ is $2\pi F_0/w$ plus a constant. To leading order $f_1$ and $wf_1'$ are therefore a quarter period out of phase, with amplitude ratio $w/(2\pi F_0)=B/(2\pi F)$. The correction relative to the law has the amplitude
\begin{equation}
\epsilon=\left|\frac{\sigma}{\sqrt D}\tan\frac{2\pi\sigma}{\sqrt D}\right|\frac BF .
\label{eq:eps}
\end{equation}
Being a quarter period out of phase, it leaves the in-phase ratio of $\tau$ to $M$ unchanged at this order.

\section{Worked example}

Take round model parameters: $a=1.0\ \mathrm{nm^{-1}}$, $c=2a$ for the ellipsoid and the neck, $m=0.2\,m_0$ and $g=2$. Then $\lambda=0.25$, $0$ and $-0.25$, $\sigma=2\times0.2/4=0.10$, and
\begin{equation}
F_0=\frac{\hbar a^2}{2e}=329.1\ \mathrm T,\qquad \mu=\frac{\hbar^2a^2}{2m}=0.19\ \mathrm{eV}.
\end{equation}
Equations (\ref{eq:F}) and (\ref{eq:slope}) give, for ellipsoid (e), cylinder (c) and neck (n):
\begin{center}
\begin{tabular}{r|rrr|rrr}
 & \multicolumn{3}{c|}{$F$ (T)} & \multicolumn{3}{c}{$F'/F$ (rad$^{-1}$)}\\
$\theta$ & e & c & n & e & c & n\\
$0^\circ$ & 329.1 & 329.1 & 329.1 & 0 & 0 & 0\\
$15^\circ$ & 337.7 & 340.7 & 343.8 & 0.197 & 0.268 & 0.341\\
$30^\circ$ & 365.1 & 380.0 & 396.9 & 0.400 & 0.577 & 0.787\\
$45^\circ$ & 416.3 & 465.4 & 537.4 & 0.600 & 1.000 & 1.667\\
$60^\circ$ & 497.6 & 658.2 & 1316.4 & 0.742 & 1.732 & 8.660
\end{tabular}
\end{center}
At $15^\circ$ the frequencies differ by less than $2\%$, while the slope of the neck is already $1.7$ times that of the ellipsoid. The shifts of the frequency from $F_0$, $8.6$ T and $14.7$ T, stand in the same ratio $1.7$; the slope is of first order in $\theta$, the shift only of second order. At $60^\circ$ the neck has $D=0.25-0.25\times0.75=0.0625$, so $F=4F_0$. Its limiting angle, $\arctan2=63.4^\circ$, is close. The ellipsoid reaches $2F_0=658.2$ T at $90^\circ$.

\textbf{Size of the torque.} Let $B=10$ T, let the sample volume be $V=1\ \mathrm{mm^3}$, and choose an amplitude $M=1$ A/m for each surface. For the ellipsoid at $30^\circ$,
\begin{equation}
|\tau|V=0.400\times1\ \mathrm{A/m}\times10\ \mathrm T\times10^{-9}\ \mathrm{m^3}=4.0\times10^{-9}\ \mathrm{N\,m}.
\end{equation}
The cylinder gives $5.8$ and the neck $7.9$ nN\,m. The equal $M$ is a choice that isolates the factor $F'/F$; real amplitudes depend on curvature, mass, temperature and scattering. The value 1 A/m is not a prediction: without scattering, the ellipsoid with these parameters would have an amplitude tens of times larger at 6 K, and a torque larger by the same factor.

\textbf{Tilted pockets.} Tilt two such ellipsoids by $\pm20^\circ$ in the $xz$ plane. The pocket tilted towards $+x$ sees the field at $\theta-20^\circ$ from its own axis. At $\theta=0$ the slopes are $-0.264$ and $+0.264$ per radian: neither pocket is free of torque, and the sum is.

\textbf{Landau-level sums.} The law can be compared with a direct evaluation of $\Omega$. The levels (\ref{eq:levels}), with Zeeman energies added, are summed numerically at $\theta=30^\circ$ and $6.1$ K for fields from $7.84$ to $10.97$ T. The bare neck is unbounded, so its states are weighted by $\exp[-(q/0.6a)^2]$, which keeps the region of the waist. Central differences of $\Omega$ give $M$ and $\tau$. After a smooth background is removed, the Fourier components of $\tau/B$ and $M$ at the frequency $F$ are divided. The in-phase ratios are $-0.3997$, $-0.5774$ and $-0.7874$ for ellipsoid, cylinder and neck, against $-0.3997$, $-0.5774$ and $-0.7873$ from (\ref{eq:slope}). The last digit for the neck depends on the weight: a width of $0.4a$ in place of $0.6a$ gives $-0.7875$.

The full complex ratio deviates from the law by $0.0023$, $0.0025$ and $0.0026$, relative to the law. Equation (\ref{eq:eps}) accounts for this. For the cylinder $\sigma/\sqrt D=0.10/0.866=0.1155$. The middle of the range in $1/B$ lies at $B=9.14$ T, where $F/B=380.0/9.14=41.6$, so
\begin{equation}
\epsilon=\frac{0.1155\times\tan(0.7255)}{41.6}=\frac{0.1155\times0.887}{41.6}=0.0025 .
\end{equation}
With field and temperature both halved, the sum for the cylinder gives a deviation of $0.0012$, half as large, as a correction proportional to $B/F$ must be.
